# Second-order Doppler shift of 57Fe: mean square velocity, heat and zero-point motion, part 2

A $^{57}$Fe nucleus bound in a crystal has zero mean velocity, yet its vibration displaces the recoilless gamma line. In a model crystal with a Debye temperature of 400 K the shift is $-0.238$ mm/s at 300 K and still $-0.109$ mm/s at absolute zero. The task is to explain why it survives there.

Units have $\hbar=1$, with the speed of light $c$ kept explicit. $M$ is the nuclear mass, $E_0$ the transition energy at rest, $\mathbf v$ the velocity, $\mathbf p$ the momentum, $k$ the Boltzmann constant and $T$ the temperature. Angle brackets denote averages, and $v^2$ includes all three components. An absorber line displaced by $\delta E$ is found at the additional source velocity

$$
\delta=\frac{c\,\delta E}{E_0},
$$

positive when the source approaches. With $\bar\omega$ the frequency of the central, recoilless line, time dilation gives

$$
\delta E=\bar\omega-E_0=-\frac{E_0\langle v^2\rangle}{2c^2},
\qquad
\delta=-\frac{\langle v^2\rangle}{2c}.
$$

The greater mass of the excited nucleus gives the same shift, not a second one. The isomer shift, due to the change of nuclear charge radius, is separate and is regarded as absorbed in $E_0$.

The closing table also lists earlier checks: an emitter with velocity amplitude $0.02c$, and a spring lattice in which the energy change per relative change of one atom's mass was compared with minus its kinetic energy. Its line-width entries concern fluctuations of $v^2$. The instantaneous shift has an rms spread of $8.6\times10^{-9}$ eV at 300 K, but averaging leaves only the full width

$$
W=\frac{54\pi}{5}\,\frac{1}{\omega_D}\left(\frac{E_0kT}{2Mc^2}\right)^2 ,
$$

a classical estimate, where $\omega_D$ is the Debye cutoff frequency. The phase-variance coefficient in the table, $18\pi/5$, tests this estimate for one velocity component of unit variance with $\omega_D=1$.

## Heat, zero-point motion and the Debye crystal

The first half showed that a nucleus of mass $M$ and transition energy $E_0$, vibrating about a fixed site, has its recoilless line displaced by

$$
\delta E=-\frac{E_0\langle v^2\rangle}{2c^2},\qquad
\delta=-\frac{\langle v^2\rangle}{2c},
$$

where $\delta$ is the Doppler velocity for a displaced absorber line, positive when the source approaches. Units with $\hbar=1$ are used, $k$ is the Boltzmann constant and $T$ the temperature. For $^{57}$Fe the rounded inputs are $E_0=14400$ eV and $Mc^2=5.31\times10^{10}$ eV. It remains to find $\langle v^2\rangle$.

Start with classical motion. The thermal probability of a configuration is proportional to $e^{-(K+V)/kT}$, where the kinetic energy $K$ depends on the momenta and the potential energy $V$ on the positions. The exponential is a product, so the distribution of momenta does not depend on $V$. For one component $p$ of the momentum of the nucleus it is $e^{-ap^2}$ with $a=1/(2MkT)$. From

$$
I(a)=\int_{-\infty}^{\infty}e^{-ap^2}dp=\sqrt{\frac{\pi}{a}}
$$

it follows that

$$
\langle p^2\rangle=-\frac{d\ln I}{da}=\frac{1}{2a}=MkT .
$$

Each velocity component therefore has the mean square $kT/M$, and the three together give

$$
\langle v^2\rangle=\frac{3kT}{M},\qquad
\delta=-\frac{3kT}{2Mc},\qquad
\frac{d\delta}{dT}=-\frac{3k}{2Mc}.
$$

With $k=8.617\times10^{-5}$ eV/K and $c=2.998\times10^{11}$ mm/s,

$$
\frac{d\delta}{dT}=-\frac{3\times8.617\times10^{-5}}{2\times5.3095\times10^{10}}\times2.998\times10^{11}
=-7.3\times10^{-4}\ \text{mm/s per K}.
$$

In energy this is $-3.5\times10^{-11}$ eV per kelvin. The transition energy cancels in the velocity form, and force constants do not enter. The mass is that of the resonant nucleus, whatever its neighbours are. The potential need not be harmonic either. For a particle in a quartic well, $V=x^4/4$ in units with $M=\hbar=1$, diagonalization at $kT=20$ gives a kinetic energy of 1.0019 times $kT/2$. The classical ratio is 1 for any well, so the remaining 0.2 percent is a quantum effect.

The classical line passes through zero at $T=0$, where the crystal still shows a shift. To find it, treat one vibration of frequency $\omega$ as a quantum oscillator with coordinate $u$,

$$
H=\frac{p^2}{2M}+\frac{M\omega^2u^2}{2},\qquad
E_n=\omega\left(n+\tfrac12\right).
$$

In a stationary state the expectation value of $up$ is constant in time. Its rate of change is

$$
\frac{d}{dt}\langle up\rangle=\left\langle\frac{p^2}{M}\right\rangle-\left\langle M\omega^2u^2\right\rangle=0 ,
$$

since $\dot u=p/M$ and $\dot p=-M\omega^2u$. The mean kinetic and potential energies are thus equal, and each is half of $E_n$. The thermal mean of $n$ follows from the geometric series. With $z=\omega/kT$,

$$
Z=\sum_{n=0}^{\infty}e^{-nz}=\frac{1}{1-e^{-z}},\qquad
\langle n\rangle=-\frac{d\ln Z}{dz}=\frac{1}{e^z-1}.
$$

Adding one half gives

$$
\langle n\rangle+\frac12=\frac{e^z+1}{2(e^z-1)}=\frac12\coth\frac z2 ,
$$

and the mean kinetic energy of the oscillator is

$$
\langle K\rangle=\frac{\omega}{4}\coth\frac{\omega}{2kT}.
$$

This agrees with direct diagonalization at the three temperatures tested. As $T\to0$ the hyperbolic cotangent tends to 1 and $\langle K\rangle\to\omega/4$. A confined particle cannot have a sharply zero momentum, so its mean square velocity stays finite, and with it the time dilation.

A harmonic crystal of $N$ atoms is a set of $3N$ such oscillators. The total kinetic energy is half of the total vibrational energy. If the crystal is monatomic and its sites are equivalent, each atom carries an equal share. Let $U$ be the vibrational energy per atom, zero-point energy included. Then $\tfrac12M\langle v^2\rangle=\tfrac12U$, or

$$
M\langle v^2\rangle=U,\qquad \delta=-\frac{U}{2Mc}.
$$

The slope of the shift is therefore $-C/(2Mc)$, where $C=dU/dT$ is the heat capacity per atom at fixed frequencies. In a compound, or for an iron impurity in a host of another mass, the atoms in general do not share the kinetic energy equally outside the classical limit, and $U$ must be replaced by twice the mean kinetic energy of the iron nucleus. The classical slope survives this change, but the zero-point value does not in general.

The Debye model supplies the frequencies. Sound waves have $\omega$ proportional to the wave number, and the allowed wave vectors fill reciprocal space uniformly. The number of modes below $\omega$ then grows as $\omega^3$, and their density as $\omega^2$. The density is cut off at $\omega_D$ so that each atom has three modes. Normalized to one mode, it is

$$
\rho(\omega)=\frac{3\omega^2}{\omega_D^3},\qquad
\int_0^{\omega_D}\rho\,d\omega=1,\qquad
\omega_D=k\Theta ,
$$

where the last relation defines the Debye temperature $\Theta$. The energy of one mode is twice its kinetic energy, and there are three modes per atom:

$$
U=3\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\,\frac{\omega}{2}\coth\frac{\omega}{2kT}\,d\omega .
$$

The substitution $y=\omega/\omega_D$ turns this into

$$
U=9k\Theta\int_0^1\frac{y^3}{2}\coth\frac{y\Theta}{2T}\,dy .
$$

At absolute zero the hyperbolic cotangent is 1 and the integral is $\tfrac12\times\tfrac14=\tfrac18$. Hence

$$
U_0=\frac98k\Theta,\qquad
\langle v^2\rangle_0=\frac{9k\Theta}{8M},\qquad
\delta_0=-\frac{9k\Theta}{16Mc}.
$$

The factor 9/8 has a simple reading. The mean frequency of the Debye density is $\tfrac34\omega_D$, and three modes with zero-point energy $\omega/2$ each give $3\times\tfrac12\times\tfrac34=\tfrac98$. An explicit sum over discrete wave vectors in a sphere gives 1.12504 in place of 1.125.

For the model crystal with $\Theta=400$ K,

$$
U_0=\frac98\times0.03447\ \text{eV}=0.03878\ \text{eV},\qquad
\frac{\langle v^2\rangle_0}{c^2}=\frac{0.03878}{5.3095\times10^{10}}=7.30\times10^{-13}.
$$

Half of this ratio, with a minus sign, is the relative shift. Multiplied by $c$ it gives

$$
\delta_0=-\frac{7.30\times10^{-13}}{2}\times2.998\times10^{11}\ \text{mm/s}=-0.109\ \text{mm/s},
$$

and multiplied by $E_0$ it gives $-5.3\times10^{-9}$ eV, which is comparable with the natural width of the line. Comparing $\delta_0$ with the classical formula shows that the zero-point motion shifts the line as much as classical motion would at the temperature $3\Theta/8$, here 150 K.

Heating from absolute zero has little effect at first. With $\tfrac12\coth(z/2)=\tfrac12+1/(e^z-1)$ and the substitution $x=y\Theta/T$, the energy separates into

$$
U=\frac98k\Theta+9kT\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{x^3}{e^x-1}\,dx .
$$

For $T\ll\Theta$ the upper limit can be moved to infinity. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and using $\int_0^\infty x^3e^{-mx}dx=6/m^4$, the integral becomes $6\sum_m m^{-4}=6\pi^4/90=\pi^4/15$. Therefore

$$
\delta\approx\delta_0-\frac{3\pi^4}{10}\,\frac{kT^4}{Mc\,\Theta^3}\qquad(T\ll\Theta),
$$

and the slope vanishes as $T^3$. Most vibrations have quanta much larger than $kT$ and stay in their ground state.

For $T\gg\Theta$ the argument of the hyperbolic cotangent is small. With $q=z/2$,

$$
q\coth q=\frac{q\cosh q}{\sinh q}\approx\frac{1+q^2/2}{1+q^2/6}\approx1+\frac{q^2}{3}=1+\frac{z^2}{12}.
$$

The energy of one mode, $kT\,q\coth q$, is thus $kT(1+z^2/12)$ with $z=y\Theta/T$. The Debye average of $y^2$ is $\int_0^13y^4dy=\tfrac35$, so

$$
U\approx3kT\left(1+\frac{\Theta^2}{20T^2}\right),\qquad
\delta\approx-\frac{3k}{2Mc}\left(T+\frac{\Theta^2}{20T}\right).
$$

There is no constant term. At high temperature the shift approaches the classical line through the origin, not a parallel line displaced by $\delta_0$. The zero-point energy has not gone away. The thermal part of a mode's energy has the expansion

$$
\frac{\omega}{e^z-1}\approx kT-\frac{\omega}{2}+\frac{\omega^2}{12kT},
$$

and its second term cancels the zero-point energy $\omega/2$. Adding $\delta_0$ to the classical shift would count it once too often. At 300 K that sum would be $-0.219-0.109=-0.328$ mm/s, while the Debye result is $-0.238$ mm/s.

The values for the model crystal show the passage from one regime to the other. The last column is the local slope divided by the classical slope.

| $T$ (K) | $\delta$ (mm/s) | classical (mm/s) | slope ratio |
|---:|---:|---:|---:|
| 50 | −0.111 | −0.036 | 0.14 |
| 100 | −0.123 | −0.073 | 0.50 |
| 200 | −0.174 | −0.146 | 0.83 |
| 300 | −0.238 | −0.219 | 0.92 |
| 400 | −0.306 | −0.292 | 0.95 |
| 800 | −0.591 | −0.584 | 0.99 |

Differentiating the high-temperature form gives the slope ratio $1-\Theta^2/(20T^2)$. This is 0.91 at 300 K and 0.99 at 800 K, close to the full integral. The value $-7.3\times10^{-4}$ mm/s per kelvin is thus a limit, and at room temperature this crystal is still about 8 percent short of it. Between 0 and 300 K the line moves by $-0.129$ mm/s, well short of the classical $-0.219$ mm/s, because the curve starts below the classical line and then closes in on it.

A spectrometer compares two nuclei, so $\delta$ is not observed by itself. The source nucleus also vibrates, and its photon energy is lowered by the same law. Let $E_S$ and $E_A$ be the transition energies in source and absorber. Resonance at source velocity $v$ requires $E_S(1+v/c)=E_A$. To leading order, with the isomer shift left out,

$$
v=c\,\frac{E_A-E_S}{E_0}=\frac{\langle v^2\rangle_S-\langle v^2\rangle_A}{2c}.
$$

Heating the absorber with the source at fixed temperature gives the negative slope derived above. Heating the source alone gives the opposite sign, and two identical crystals at the same temperature show no relative shift, zero-point motion included.

Zero-point motion becomes visible when the crystals differ. Take a second absorber with $\Theta=200$ K, measured against the same source, whose contribution then cancels. At 0 K the line of the stiffer crystal lies lower by half of $|\delta_0|$, that is by 0.055 mm/s. At 100 K the difference is 0.036 mm/s, at 300 K it is 0.014 mm/s and at 800 K it is 0.005 mm/s. The high-temperature form explains the decline: the terms linear in $T$ cancel, and what remains is

$$
\delta_{400}-\delta_{200}\approx-\frac{3k}{2Mc}\,\frac{400^2-200^2}{20\,T},
$$

with temperatures in kelvin. At 300 K this is $-7.3\times10^{-4}\times20=-0.015$ mm/s. A difference in line position between two iron solids at low temperature can therefore contain a vibrational part as well as the difference of isomer shifts, and this vibrational part dies away at least as fast as $1/T$ once $kT$ exceeds the vibrational quanta. The steady decline from 0 K found here belongs to the two Debye spectra. The difference at 0 K is set by the mean frequencies and the high-temperature tail by the mean square frequencies, so for spectra of different shape the difference can first grow, or change sign, on heating.

The two limits also show what the Debye temperature stands for. For any normalized velocity spectrum $\rho(\omega)$ of the iron nucleus, averaged over directions, the steps above give $\langle v^2\rangle_0=3\langle\omega\rangle/(2M)$ at absolute zero and a leading high-temperature correction proportional to $\langle\omega^2\rangle$. A single $\Theta$ reproduces both if the spectrum has the Debye form. Otherwise the value of $\Theta$ fitted to a measured shift in general depends on the temperature range used. The size of this drift depends on the shape of the spectrum. For a face-centred cubic lattice with nearest-neighbour springs and a fitted $\Theta$ of 400 K at absolute zero, it stays below 1 percent up to 800 K. For a spectrum with weight 0.7 at $\omega/k=100$ K and 0.3 at 700 K, the fitted $\Theta$ rises from about 370 K at absolute zero to about 500 K at 800 K.

A measured slope can differ from the calculated one for another reason. Thermal expansion can change the electron density at the nucleus, and with it the isomer shift. It can also change the vibration frequencies, which were held fixed here. The classical value $-3k/(2Mc)$ is insensitive to the frequencies, but it describes the vibrational part of the line shift alone.

## Table of computed values

```
TESTS
emitter speed amplitude / c            0.020
central-line shift / rest frequency    -1.000285e-04
-<v^2>/(2c^2) for this emitter         -1.000000e-04
lattice energy change / (-kinetic)     1.0000000
quartic well: kinetic energy / (kT/2)  1.00189
discrete Debye zero-point U/(k Theta)  1.12504
integrated Debye U/(k Theta) at T=0    1.12500
sampled phase-variance coefficient     10.93
formula 18 pi/5                        11.31
INPUTS
mass of 57Fe, rounded                  57.0 u
transition energy E0, rounded          14400 eV
Debye temperature, main crystal        400 K
Debye temperature, soft crystal        200 K
INTERMEDIATE VALUES
rest energy M c^2                      5.3095e+10 eV
relative mass change E0/(M c^2)        2.712e-07
k Theta, main crystal                  0.03447 eV
zero-point U per atom                  0.03878 eV
<v^2>/c^2 at 0 K                       7.3035e-13
<v^2>/c^2 at 300 K    1.5879e-12
MAIN RESULTS
classical slope                        -7.298e-04 mm/s per K
classical slope                        -3.506e-11 eV per K
zero-point shift                       -0.1095 mm/s
zero-point shift                       -5.259e-09 eV
equivalent classical temperature       150.0 K
MAIN CRYSTAL: T (K), shift, classical line (mm/s), slope/classical
   50   -0.1108   -0.0365   0.1382
  100   -0.1227   -0.0730   0.5031
  200   -0.1739   -0.1460   0.8254
  300   -0.2380   -0.2190   0.9165
  400   -0.3064   -0.2919   0.9517
  800   -0.5912   -0.5839   0.9876
shift(300 K) - shift(0 K)  -0.1285 mm/s
MAIN MINUS SOFT CRYSTAL: T (K), shift difference (mm/s)
    0   -0.0547
  100   -0.0358
  300   -0.0142
  800   -0.0055
LINE WIDTH AT 300 K, CLASSICAL ESTIMATE, MAIN CRYSTAL
rms spread of instantaneous shift      8.59e-09 eV
residual full width after averaging    1.21e-14 eV
natural width, from lifetime 1.4e-7 s  4.7e-09 eV (rough)
```
